# Anomalous moment and reduced mass in the hydrogen 2p splitting: test program

```python
"""Hydrogen 2p3/2 - 2p1/2 interval with anomalous moment and finite proton mass.

Result under test:
    interval = (alpha^4 m c^2 / 32 h) (mu/m)^2 (1 + 2a + mu/M)
m: electron mass, M: proton mass, mu: reduced mass, g = 2(1+a): electron
g-factor, a = alpha/(2 pi) at one loop. For M -> infinity the spin-orbit
term is multiplied by g - 1 = 1 + alpha/pi.
Hyperfine structure and higher QED and recoil terms are not included.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

alpha = const.fine_structure
m_e, m_p = const.m_e, const.m_p
a_loop = alpha / (2 * np.pi)
a_table = const.physical_constants["electron mag. mom. anomaly"][0]


# Classical spin precession from the covariant spin equation (c = 1).
def simulated_coefficient(g, mass_ratio, speed=0.01):
    """Return 2*(precession rate / orbital rate)/speed^2 on a circular orbit.

    mass_ratio = m/M; electron mass and orbital angular frequency are 1.
    The proton gives an electric field and, by moving, a magnetic field.
    """
    gamma = 1 / np.sqrt(1 - speed**2)
    proton_speed = speed * mass_ratio
    e_field = gamma * speed / (1 + speed * proton_speed)
    b_vec = np.array([0.0, 0.0, proton_speed * e_field])

    def apply_field(four_vector, e_vec):
        time_part = e_vec @ four_vector[1:]
        space_part = four_vector[0] * e_vec + np.cross(four_vector[1:], b_vec)
        return np.concatenate(([time_part], space_part))

    def rate(t, spin):
        e_vec = e_field * np.array([np.cos(t), np.sin(t), 0.0])
        u = gamma * np.array([1, -speed * np.sin(t), speed * np.cos(t), 0])
        force = apply_field(u, e_vec)
        contraction = spin[0] * force[0] - spin[1:] @ force[1:]
        change = g / 2 * apply_field(spin, e_vec)
        change = change + (g / 2 - 1) * u * contraction
        return -change / gamma          # electron charge is -1

    # Start with the rest-frame spin along x, perpendicular to the velocity.
    start = np.array([0.0, 1.0, 0.0, 0.0])
    end = solve_ivp(rate, (0, 2 * np.pi), start, method="DOP853",
                    rtol=1e-12, atol=1e-14).y[:, -1]
    velocity_u = gamma * np.array([0.0, speed, 0.0])
    rest_spin = end[1:] - velocity_u * end[0] / (1 + gamma)
    angle = np.arctan2(rest_spin[1], rest_spin[0])
    return 2 * angle / (2 * np.pi) / speed**2


orbit_cases = [(2.0, 0.0), (2.5, 0.0), (2.0, 0.3), (2.5, 0.3)]
orbit_results = []
for g_test, ratio in orbit_cases:
    simulated = simulated_coefficient(g_test, ratio)
    derived = g_test * (1 + ratio) - 1   # g m/mu - 1
    # Tolerance covers the omitted relative order speed^2 = 1e-4.
    assert abs(simulated / derived - 1) < 1e-3
    orbit_results.append((g_test, ratio, simulated, derived))

# Angular part: diagonalize L.S in the six-dimensional p-electron space.
root2 = np.sqrt(2)
l_plus = np.array([[0, root2, 0], [0, 0, root2], [0, 0, 0]])
s_plus = np.array([[0, 1], [0, 0]])
l_dot_s = np.kron(np.diag([1, 0, -1]), np.diag([0.5, -0.5]))
l_dot_s = l_dot_s + 0.5 * (np.kron(l_plus, s_plus.T)
                           + np.kron(l_plus.T, s_plus))
ls_values = np.linalg.eigvalsh(l_dot_s)
assert np.allclose(ls_values, [-1, -1, 0.5, 0.5, 0.5, 0.5])
ls_difference = ls_values[-1] - ls_values[0]


# Radial part by quadrature, atomic units, for a given reduced mass.
def inverse_cube(mu):
    def density(r):
        return r**4 * np.exp(-mu * r)
    norm = quad(density, 0, np.inf)[0]
    return quad(lambda r: r * np.exp(-mu * r), 0, np.inf)[0] / norm


for mu_test in (1.0, 0.8):
    assert abs(inverse_cube(mu_test) / (mu_test**3 / 24) - 1) < 1e-7

# Radial Dirac equation, fixed nucleus, atomic units, high precision.
mp.mp.dps = 40
light = 1 / mp.mpf(alpha)


def dirac_level(kappa, size=5):
    """Return the 2p energy and its derivative with respect to a."""
    power = mp.sqrt(kappa**2 - 1 / light**2)
    decay = mp.mpf(1) / 2

    def integral(p):
        return mp.gamma(p + 1) / (2 * decay)**(p + 1)

    overlap = mp.zeros(2 * size)
    ham = mp.zeros(2 * size)
    pauli = mp.zeros(2 * size)
    for i in range(size):
        for j in range(size):
            p = 2 * power + i + j
            s_ij, v_ij = integral(p), -integral(p - 1)
            overlap[i, j] = overlap[size + i, size + j] = s_ij
            ham[i, j] = v_ij
            ham[size + i, size + j] = v_ij - 2 * light**2 * s_ij
            coupling = light * ((kappa - power - j) * integral(p - 1)
                                + decay * s_ij)
            ham[i, size + j] = ham[size + j, i] = coupling
            # Pauli moment term: -a V'(r)/(2c) with V' = 1/r^2.
            moment = -integral(p - 2) / (2 * light)
            pauli[i, size + j] = pauli[size + j, i] = moment
    inverse = mp.cholesky(overlap)**-1
    energies, vectors = mp.eigsy(inverse * ham * inverse.T)
    # The bound 2p level is the one nearest to -1/8 hartree.
    pick = min(range(2 * size), key=lambda k: abs(energies[k] + 0.125))
    state = inverse.T * vectors[:, pick]
    slope = (state.T * pauli * state)[0]
    return energies[pick], slope


energy_32, slope_32 = dirac_level(-2)
energy_12, slope_12 = dirac_level(1)
dirac_split = float(energy_32 - energy_12)
leading_split = alpha**2 / 32
dirac_coefficient = (dirac_split / leading_split - 1) / alpha**2
assert abs(dirac_coefficient - 5 / 8) < 1e-3
for slope, ls in ((slope_32, 0.5), (slope_12, -1.0)):
    spin_orbit_energy = alpha**2 / 2 * inverse_cube(1.0) * ls
    # Relative corrections of order alpha^2 are expected.
    assert abs(float(slope) / (2 * spin_orbit_energy) - 1) < 1e-3
slope_ratio = float(slope_32 - slope_12) / dirac_split

# Worked example: hydrogen, frequencies in MHz.
mu_over_m = m_p / (m_e + m_p)
mu_over_M = m_e / (m_e + m_p)
hartree_mhz = alpha**2 * m_e * const.c**2 / const.h / 1e6
fixed = hartree_mhz * alpha**2 / 32


def interval(a):
    return fixed * mu_over_m**2 * (1 + 2 * a + mu_over_M)


result = interval(a_loop)
# Assemble the same interval from the computed matrix elements.
strength = (2 * (1 + a_loop) / mu_over_m - 1) * alpha**2 / 2
assembled = (hartree_mhz * strength * ls_difference
             * inverse_cube(mu_over_m))
assert abs(assembled / result - 1) < 1e-7
product = fixed * (1 + alpha / np.pi) * mu_over_m
assert abs(product - result) < 0.05
assert abs(result - 10969) < 0.5
dirac_extra = hartree_mhz * dirac_split - fixed
anomaly_change = interval(a_table) - result
assert abs(result + dirac_extra + anomaly_change - 10969) < 0.5
cube_only = fixed * (1 + 2 * a_loop) * mu_over_m**3
half_scaling = fixed * (1 + a_loop) * mu_over_m
assert abs(cube_only - 10969) > 5 and abs(half_scaling - 10969) > 5

print("Precession coefficient g m/mu - 1 (dimensionless)")
for g_test, ratio, simulated, derived in orbit_results:
    print(f"  g={g_test:.1f}, m/M={ratio:.1f}: simulated {simulated:.5f},"
          f" derived {derived:.5f}")
print(f"L.S for j=3/2 and j=1/2: {ls_values[-1]:.4f},"
      f" {ls_values[0]:.4f} hbar^2")
print(f"<r^-3> for 2p, fixed nucleus: {inverse_cube(1.0):.8f} bohr^-3")
print(f"Dirac: (d interval/da)/interval = {slope_ratio:.5f}")
print(f"Dirac next-order coefficient of alpha^2: {dirac_coefficient:.5f}")
print(f"alpha = {alpha:.10f}")
print(f"1/alpha = {1 / alpha:.6f}")
print(f"one-loop a = alpha/(2 pi) = {a_loop:.9f}")
print(f"tabulated a = {a_table:.9f}")
print(f"1 + alpha/pi = {1 + alpha / np.pi:.9f}")
print(f"m/M = {m_e / m_p:.9f}")
print(f"mu/m = {mu_over_m:.9f}")
print(f"mu/M = {mu_over_M:.9f}")
print(f"alpha^2 m c^2/h = {hartree_mhz:.6e} MHz")
print(f"Fixed nucleus, a=0: {fixed:.2f} MHz")
print(f"Fixed nucleus, one-loop a: {fixed * (1 + 2 * a_loop):.2f} MHz")
print(f"Increase from a, fixed nucleus: {fixed * 2 * a_loop:.2f} MHz")
print(f"Finite proton mass, a=0: {interval(0):.2f} MHz")
print(f"Full formula, one-loop a: {result:.2f} MHz")
print(f"Full formula, rounded: {result:.0f} MHz")
print(f"Full formula: {result * 1e6 / const.c / 100:.6f} cm^-1")
print(f"Simple product (1+alpha/pi)(mu/m): {product:.2f} MHz")
print(f"Error case, (mu/m)^3 alone: {cube_only:.2f} MHz")
print(f"Error case, 1+alpha/(2 pi): {half_scaling:.2f} MHz")
print(f"Next Dirac term: {dirac_extra:.3f} MHz")
print(f"Change from tabulated a: {anomaly_change:.3f} MHz")
print(f"With both small changes:"
      f" {result + dirac_extra + anomaly_change:.2f} MHz")
print("every check passed")
```

Output:

```
Precession coefficient g m/mu - 1 (dimensionless)
  g=2.0, m/M=0.0: simulated 1.00003, derived 1.00000
  g=2.5, m/M=0.0: simulated 1.50005, derived 1.50000
  g=2.0, m/M=0.3: simulated 1.59998, derived 1.60000
  g=2.5, m/M=0.3: simulated 2.24999, derived 2.25000
L.S for j=3/2 and j=1/2: 0.5000, -1.0000 hbar^2
<r^-3> for 2p, fixed nucleus: 0.04166667 bohr^-3
Dirac: (d interval/da)/interval = 2.00008
Dirac next-order coefficient of alpha^2: 0.62502
alpha = 0.0072973526
1/alpha = 137.035999
one-loop a = alpha/(2 pi) = 0.001161410
tabulated a = 0.001159652
1 + alpha/pi = 1.002322819
m/M = 0.000544617
mu/m = 0.999455679
mu/M = 0.000544321
alpha^2 m c^2/h = 6.579684e+09 MHz
Fixed nucleus, a=0: 10949.28 MHz
Fixed nucleus, one-loop a: 10974.72 MHz
Increase from a, fixed nucleus: 25.43 MHz
Finite proton mass, a=0: 10943.32 MHz
Full formula, one-loop a: 10968.73 MHz
Full formula, rounded: 10969 MHz
Full formula: 0.365877 cm^-1
Simple product (1+alpha/pi)(mu/m): 10968.74 MHz
Error case, (mu/m)^3 alone: 10956.81 MHz
Error case, 1+alpha/(2 pi): 10956.03 MHz
Next Dirac term: 0.364 MHz
Change from tabulated a: -0.038 MHz
With both small changes: 10969.05 MHz
every check passed
```
